# Loop shift from spin-orbit torque on chiral domain walls

Q: I am told that spin-orbit torque pushes the two walls of a domain in opposite directions, and that an in-plane field turns this into a shift of the hysteresis loop. But a chiral domain carried along by a current moves as a whole. How can its walls be pushed oppositely?

A: They are not, in the laboratory frame. At zero bias both walls are pushed the same way along the film. What opposes is the effect on the domain's size: one push enlarges it, the other shrinks it. To show this we need the direction of the magnetization inside each wall.

Take a film in the $xy$ plane with unit magnetization $\mathbf m$, saturation magnetization $M_s$, thickness $t$, exchange stiffness $A$ and effective perpendicular anisotropy $K$. Let $\mathbf n=(\cos\beta,\sin\beta,0)$ be the wall normal, pointing from the up domain to the down domain, and $s$ the coordinate along it. I use the rigid profile

$$\mathbf m=(\sin\theta\cos\phi,\ \sin\theta\sin\phi,\ \cos\theta),\qquad \theta=2\arctan e^{(s-q)/\Delta},$$

with $\Delta=\sqrt{A/K}$. The angle $\phi$ gives the direction of the wall core. This profile neglects the tilt of the domains by the bias and any variation of $\phi$ through the wall. It is the leading order when the bias $H_x$ and the chiral field $H_D$ defined below are small compared with $H_K=2K/(\mu_0M_s)$.

Q: Which energies decide $\phi$?

A: The interfacial Dzyaloshinskii-Moriya interaction (DMI), the bias $H_x$, and the magnetic charges of the core. With $m_n=\mathbf m\cdot\mathbf n=\sin\theta\cos(\phi-\beta)$, the DMI density is $D(m_z\partial_sm_n-m_n\partial_sm_z)$. Inserting the profile gives

$$D\cos(\phi-\beta)(\cos^2\theta+\sin^2\theta)\,\theta'=D\cos(\phi-\beta)\,\theta'.$$

Since $\theta$ runs from $0$ to $\pi$, this integrates to $\pi D\cos(\phi-\beta)$. The other integrals follow from $\theta'=\sin\theta/\Delta$:

$$\int\sin\theta\,ds=\Delta\int_0^\pi d\theta=\pi\Delta,\qquad \int\sin^2\theta\,ds=\Delta\int_0^\pi\sin\theta\,d\theta=2\Delta .$$

If the charges cost $\tfrac12\mu_0NM_s^2m_n^2$ per volume, the $\phi$-dependent wall energy per area is

$$\sigma(\phi)=\pi D\cos(\phi-\beta)-\pi\Delta\mu_0M_sH_x\cos\phi+N\Delta\mu_0M_s^2\cos^2(\phi-\beta).$$

Dividing by $\pi\Delta\mu_0M_s$ leaves an energy in units of field,

$$\varepsilon(\phi)=H_D\cos(\phi-\beta)-H_x\cos\phi+\tfrac12H_N\cos^2(\phi-\beta),$$

$$H_D=\frac{D}{\mu_0M_s\Delta},\qquad H_N=\frac{2}{\pi}NM_s .$$

For $D>0$ the DMI turns the core towards $-\mathbf n$.

Q: You have put the magnetostatics into a number $N$. Where does it come from?

A: From the potential of one Fourier component $M_k$ of the magnetization along $s$. Inside the film $\Phi''-k^2\Phi=ikM_k$; outside, $\Phi$ decays as $e^{-k|z|}$ (take $k>0$). The even solution inside is $\Phi=-(iM_k/k)(1-C\cosh kz)$. Continuity of $\Phi$ and $\Phi'$ at $z=t/2$ requires $C\sinh(kt/2)=1-C\cosh(kt/2)$, hence $C=e^{-kt/2}$. The field is $-ik\Phi=-M_k(1-C\cosh kz)$, and its average over the thickness is $-M_kf$ with

$$f=1-\frac{1-e^{-kt}}{kt}\approx\frac{kt}{2}\quad(kt\ll1).$$

The core component $\operatorname{sech}(s/\Delta)$ has the transform $\pi\Delta\operatorname{sech}(\pi k\Delta/2)$. Equating the energy $\tfrac12\mu_0M_s^2\int f|m_k|^2dk/2\pi$ to $\tfrac12\mu_0NM_s^2\,(2\Delta)$ gives

$$N=\frac{1}{2\Delta}\,\frac1\pi\int_0^\infty\frac{kt}{2}\,\pi^2\Delta^2\operatorname{sech}^2\frac{\pi k\Delta}{2}\,dk=\frac{\pi t\Delta}{4}\,\frac{4\ln2}{\pi^2\Delta^2}=\frac{t\ln2}{\pi\Delta},$$

where $\int_0^\infty x\operatorname{sech}^2x\,dx=\ln2$ was used.

Q: Now the torque. Why should it act on a wall like a perpendicular field?

A: Write the damping-like torque as that of an effective field $H_{DL}\,\mathbf m\times\hat{\mathbf y}=H_{DL}(-m_z,0,m_x)$. Its size follows from angular momentum: the absorbed spin current $\hbar\xi J/2e$ per area equals $\mu_0M_stH_{DL}$, so

$$\mu_0H_{DL}=\frac{\hbar\,\xi J}{2eM_st},$$

where $J$ is the current density and $\xi$ the torque efficiency. The sign of $\xi J$ is chosen to make $H_{DL}$ positive in what follows.

Displace the wall by $\delta q$ along $\mathbf n$, so that the up domain grows. Then $\delta\mathbf m=-\partial_s\mathbf m\,\delta q$, and a field $\mathbf H$ does the work $\mu_0M_s\int\mathbf H\cdot\delta\mathbf m\,ds$ per area. For the torque field the integrand is

$$-H_{DL}(-m_z\partial_sm_x+m_x\partial_sm_z)=H_{DL}\cos\phi\,(\cos^2\theta+\sin^2\theta)\,\theta' ,$$

which gives the pressure $\pi\mu_0M_sH_{DL}\cos\phi$. For a field $H_z$ the integrand is $H_z\sin\theta\,\theta'$, and the pressure is $2\mu_0M_sH_z$. The torque is therefore equivalent to the perpendicular field

$$h=\frac{\pi}{2}H_{DL}\cos\phi .$$

This answers your first question. At $H_x=0$ and $H_D>H_N$, the wall with $\mathbf n=+\hat{\mathbf x}$ has $\cos\phi=-1$, and the one with $\mathbf n=-\hat{\mathbf x}$ has $\cos\phi=+1$. The two $h$ are opposite. Pressure counts along $\mathbf n$, and the normals are opposite too, so both forces point along $-\hat{\mathbf x}$: the domain is pushed sideways with no net drive to grow.

Q: The torque is not conservative, and it may turn the core as well. Is a virtual displacement enough?

A: For a wall at rest and a weak torque, yes. Linearize the static equations about the equilibrium wall. Translating the wall costs no energy, so a static solution exists at first order if the added fields have zero projection on $\partial_s\mathbf m$. That is the force balance just written. For the core angle, project on $\partial_\phi\mathbf m=\sin\theta(-\sin\phi,\cos\phi,0)$:

$$\int(\mathbf m\times\hat{\mathbf y})\cdot\partial_\phi\mathbf m\,ds=\sin\phi\,\Delta\int_0^\pi\cos\theta\,d\theta=0 .$$

The torque does not turn the core of a resting wall at this order, so $h$ is linear in $J$. A moving wall does turn its core, which is why I apply the result at the threshold of motion.

A direct test integrates the Landau-Lifshitz-Gilbert equation for a wall and finds the $H_z$ that stops it. With $H_x=0.02H_K$ and $H_D=0.03H_K$, normals at 126, 90 and 40 degrees from $x$ gave stopping fields, sign reversed and divided by $(\pi/2)H_{DL}$, of 0.830, 0.545 and −0.161. The mesh was $0.4\Delta$, and the third digit is not converged: the static force balance on a finer mesh gives 0.829, 0.544 and −0.165. The formula gives 0.841, 0.555 and −0.151. The differences of about 0.01 lie below 0.05, the size of $(H_x+H_D)/H_K$, which is the order neglected.

Q: Then apply the bias. What happens to the two walls of a stripe?

A: For $\mathbf n=\pm\hat{\mathbf x}$ we have $\cos(\phi-\beta)=\pm\cos\phi$. With $c=\cos\phi$,

$$\varepsilon=-(H_x\mp H_D)\,c+\tfrac12H_Nc^2 .$$

Setting $d\varepsilon/dc=0$ gives $c=(H_x\mp H_D)/H_N$. If this lies outside $[-1,1]$, the minimum sits at the nearer end:

$$c_\pm=\operatorname{clip}\!\left(\frac{H_x\mp H_D}{H_N},\,-1,\,1\right).$$

For $H_D>H_N$ and $H_x>0$, the core of the $-\hat{\mathbf x}$ wall already lies along the bias. The other starts to turn at $H_D-H_N$ and finishes at $H_D+H_N$. In between, the mean is

$$\frac{c_++c_-}{2}=\frac{H_x-H_D+H_N}{2H_N}.$$

Beyond $H_D+H_N$ both cores point along $+x$, both $h$ are equal, and both favour the up domain.

Q: Those are pressures. A loop measures switching fields, and the wall that depins first decides those. Why should the mean matter?

A: Because the two branches select different walls. Suppose a nucleus of the reversed domain is available, and a wall moves when its total perpendicular field exceeds $H_P$ in size. An up stripe starts to grow when its most favoured wall satisfies $H_z+h_{\max}=H_P$. A down stripe starts to grow when $-(H_z+h_{\min})=H_P$. The switching fields are

$$H_\uparrow=H_P-h_{\max},\qquad H_\downarrow=-H_P-h_{\min}.$$

Half their sum is the loop centre, and their difference is the full width:

$$H_c=-\frac{h_{\max}+h_{\min}}{2}=-\frac{\pi}{2}H_{DL}\,\frac{c_++c_-}{2},\qquad W=2H_P-|h_+-h_-| .$$

With two walls, the mean of the largest and the smallest is the mean of both. Opposite wall fields narrow the loop without moving it; their common part moves it.

There is a condition. At the up threshold the less favoured wall feels $H_P-|h_+-h_-|$. It stays pinned if this exceeds $-H_P$, that is if $|h_+-h_-|<2H_P$. Otherwise it retreats while the other advances.

Q: What if the DMI is weak, so that $H_D<H_N$?

A: Then neither core is fully aligned at zero bias. For small $H_x$ both clips are inactive and the mean is $H_x/H_N$: the shift is linear from the start. At $H_x=H_N-H_D$ one core saturates, and the slope halves to $1/(2H_N)$ until $H_D+H_N$. For $D=0$ there is a single ramp that ends at $H_N$.

Q: I expected a linear rise for strong DMI too. Your stripe has a dead zone instead.

A: The rise depends on the domain shape and on how the domain grows. Take a round domain with $H_N$ neglected. The energy is then minus the scalar product of the core direction with $H_x\hat{\mathbf x}-H_D\mathbf n$, so the core lies along that vector. With $u=H_x/H_D$,

$$\cos\phi=\frac{u-\cos\beta}{\sqrt{1+u^2-2u\cos\beta}} .$$

Walls whose normals lie across the bias turn gradually from zero field, which the stripe cannot do.

Suppose the rim stays circular and advances as a whole about a fixed centre. (If the circle may also slide sideways under the torque, both thresholds move inward by the same amount, so the loop narrows but its centre is unchanged.) The work in a step $\delta R$ is $2\mu_0M_stR\,\delta R\int(H_z+h)\,d\beta$, so the drive is $H_z+\langle h\rangle$, with the average taken around the rim. A down domain has inward normals $\mathbf n$, but they cover the same directions and give the same average. The thresholds are $\pm H_P-\langle h\rangle$, and the centre is

$$H_c=-\frac{\pi}{2}H_{DL}\,G(u),\qquad G=\langle\cos\phi\rangle .$$

Q: Can $G$ be found in closed form?

A: Yes, because $\cos\phi$ above is the $u$-derivative of the square root in its denominator. Thus $G=dL/du$, where $L$ is the rim average of that root. Put $\beta=\pi-2\chi$. The radicand becomes $1+u^2+2u\cos2\chi=(1+u)^2-4u\sin^2\chi$, and the average over the circle is the average over $0<\chi<\pi/2$:

$$L=\frac2\pi(1+u)E(p),\qquad p=\frac{4u}{(1+u)^2},$$

with $E$ and $K(p)$ the complete elliptic integrals of parameter $p$ (this $K(p)$ is not the anisotropy). Now use

$$\frac{dE}{dp}=\frac{E-K}{2p},\qquad \frac{dp}{du}=\frac{4(1-u)}{(1+u)^3},\qquad \frac{1+u}{2p}\frac{dp}{du}=\frac{1-u}{2u}.$$

The product rule gives

$$G=\frac2\pi\left[E+\frac{1-u}{2u}(E-K)\right]=\frac{(1+u)E-(1-u)K}{\pi u}\qquad(u>0).$$

For small $u$, $\cos\phi\approx(u-\cos\beta)(1+u\cos\beta)\approx-\cos\beta+u\sin^2\beta$, whose average is $u/2$. At $u=1$, $\cos\phi=|\sin(\beta/2)|$, whose average is $2/\pi$. For large $u$ the root is $u-\cos\beta+(1-\cos^2\beta)/(2u)$ plus smaller terms, so $L\approx u+1/(4u)$ and

$$G\approx1-\frac{1}{4u^2}.$$

The round domain thus rises linearly and approaches its plateau gradually. At $H_x=H_D$ it has reached 64% of it, so a visible end of the rise does not mark $H_D$ sharply.

Q: A real rim need not advance rigidly. What if it breaks loose at its easiest point?

A: Then the two-wall argument returns, with the extremes taken over the rim: the centre factor is half the sum of the largest and smallest $\cos\phi$. As $\mathbf n$ turns, $H_x\hat{\mathbf x}-H_D\mathbf n$ traces a circle of radius $H_D$ about the point $H_x$ on the $x$ axis. With $H_N$ still neglected, the circle encloses the origin for $u<1$, $\cos\phi$ reaches both $1$ and $-1$, and the centre does not move. Including $H_N$ lets the centre start to move at $H_D-H_N$, as for the stripe. For $u>1$ the largest angle from $x$ has sine $1/u$, so the factor is $\tfrac12[1+\sqrt{1-1/u^2}]$, for example 0.933 at $u=2$. To leading order, the factor tends to one in all three models. The rise depends on the domain shape and the growth mode, and extracting $H_D$ from it requires knowing both.

Q: Give me numbers.

A: Take round parameters in the rough regime of a Pt/Co/oxide film: $M_s=1000$ kA/m, $t=1.0$ nm, $A=15$ pJ/m, $\mu_0H_K=1000$ mT, $D=0.50$ mJ/m², $\xi=0.12$, $J=10^7$ A/cm² and $\mu_0H_P=10$ mT. Fields are quoted as $\mu_0H$. First, $K=M_s\mu_0H_K/2=500$ kJ/m³ and $\Delta=\sqrt{A/K}=5.48$ nm. Then

$$\mu_0H_D=\frac{0.50\times10^{-3}}{10^6\times5.48\times10^{-9}}\ \mathrm T=91\ \mathrm{mT}.$$

The core factor $N=0.040$ gives $\mu_0H_N=32$ mT. To leading order, the stripe shift therefore starts at 59 mT and saturates at about 123 mT. These limits use the thin-film $N$; keeping the full $f$ gives $N=0.0385$, $\mu_0H_N=31$ mT and limits of 60.5 and 122 mT. Letting the profile relax (domain tilt, change of width, variation of $\phi$) moves them further: the turning then starts between 60 and 63 mT and is complete between 110 and 120 mT. With $\hbar/2e=3.29\times10^{-16}$ V s and $J=10^{11}$ in A/m²,

$$\mu_0H_{DL}=\frac{3.29\times10^{-16}\times0.12\times10^{11}}{10^6\times10^{-9}}\ \mathrm T=3.95\ \mathrm{mT},$$

and the plateau is $(\pi/2)\times3.95=6.2$ mT, or 62 Oe.

Sweeping $H_z$ over a model stripe with two pinned walls gives these loops, in mT:

| Bias | Up switch | Down switch | Centre | Width |
|---|---|---|---|---|
| 0 | 3.8 | −3.8 | 0.0 | 7.6 |
| 90 | 3.8 | −9.8 | −3.0 | 13.6 |
| 200 | 3.8 | −16.2 | −6.2 | 20.0 |

In this leading-order model the up branch stays put, because one wall is fully favourable at each of these biases. The shift comes from the down branch, which loses its easy wall as the second core turns. The condition for the width formula holds: $|h_+-h_-|$ is at most 12.4 mT, below $2H_P=20$ mT.

For the rigid round domain without $H_N$, the centre is at −1.0 mT for a bias of 30 mT, −3.9 mT at $H_D$, −5.9 mT at 200 mT and −6.1 mT at 300 mT.

Q: You dropped $H_N$ from the round domain, though it is a third of $H_D$.

A: It matters for biases up to about $H_D$. For rigid growth at low bias the effect is easy to find. Set $\phi=\beta+\pi+\delta$. To second order in $\delta$, and up to constants, the energy is $-H_x\delta\sin\beta+\tfrac12(H_D-H_N)\delta^2$; the term $H_x\delta^2$ is dropped for small bias. Hence $\delta=H_x\sin\beta/(H_D-H_N)$, and averaging $\cos\phi\approx-\cos\beta+\delta\sin\beta$ gives

$$\langle\cos\phi\rangle\approx\frac{H_x}{2(H_D-H_N)} .$$

The core charges soften the wall and steepen the rise. At 30 mT this gives $30/(2\times59.1)=0.25$, as does full minimization, against 0.17 without $H_N$. At 200 mT the change is −0.002.

Q: And is the plateau flat?

A: Not beyond leading order, because the bias also tilts the domains. Minimizing $K\sin^2\theta-\mu_0M_sH_x\sin\theta$ gives the tilt $\sin\theta_0=H_x/H_K$. If the core lies along the bias, $\theta$ runs from $\theta_0$ to $\pi-\theta_0$. The torque integral falls from $\pi$ to $\pi-2\theta_0$, the $H_z$ integral from $2$ to $2\cos\theta_0$, and

$$h=\frac\pi2H_{DL}\,\frac{1-2\theta_0/\pi}{\cos\theta_0}.$$

At $H_x=0.30H_K$ the correction factor is 0.845, and the stopping field found from the equation of motion agrees to that precision. At 200 mT in the example it is 0.89, which lowers the stripe plateau from 6.2 to 5.5 mT. A clean plateau therefore needs $H_D+H_N\ll H_K$.

The tilt also affects the stripe's dead zone. Across a wall whose core lies opposite to the bias, the magnetization turns through $\pi+2\theta_0$ instead of $\pi-2\theta_0$, so the size of its $h$ carries the factor $(1+2\theta_0/\pi)/\cos\theta_0$. The two walls then no longer cancel exactly. Their mean factor is $-2\theta_0/(\pi\cos\theta_0)$, a small shift opposite in sign to the plateau: about 0.2 mT at a bias of 50 mT in the example.

Q: How do I get the torque efficiency from a measurement, and what would spoil it in a real film?

A: On the plateau, solve $\mu_0|H_c|=(\pi/2)\hbar\xi J/(2eM_st)$ for the efficiency:

$$\xi=\frac{4eM_st}{\pi\hbar}\,\frac{\mu_0|H_c|}{J}.$$

Measure at $+J$ and $-J$ with the bias fixed, and take half the difference of the two centres. In this model the torque shift is odd in $J$, while a constant offset of $H_z$ cancels. The perpendicular Oersted field is also odd in $J$ and does not cancel. It has opposite signs at the two edges of the strip and reaches 0.6 to 0.7 mT there for 4 nm of metal and a width of 5 to 20 µm, about a tenth of the plateau, so it biases $\xi$ if reversal starts at one edge only. Joule heating is even in $J$, but it does not cancel where it changes $M_s$ or $\xi$, because these scale the odd shift itself. With 4 nm of metal at 30 µΩ cm on 100 nm of oxide conducting 1.4 W/(m K), the temperature drop across the oxide is about 0.9 K, spreading in the substrate left out.

Set beside real Pt/Co/oxide films, $D=0.50$ mJ/m² is, as a rough judgement, on the low side. Doubling it with the rest held fixed doubles $H_D$ to about 183 mT, so the plateau is reached where domain tilt is stronger. Leaving out the tilt makes $\xi$ about 11% too low for the example's stripe at 200 mT. Rim tension, about 5 mT for a radius of 1 µm at zero bias, opposes growth on both branches; the domain's own stray field offsets about 1.3 mT of it. The remainder widens the loop and cancels in the centre. The assumption most exposed in a device is the uniform pinning threshold: real pinning is disordered and thermally assisted, which can change the growth mode. At a bias of 60 mT the leading-order centre factor is 0.015 for the stripe and 0.49 for the rigid round domain, both with $H_N$ included; the stripe value lies within 1 mT of the onset and vanishes if the finite-thickness $N$ is used. Domain tilt lowers each by a few hundredths, which is enough to reverse the sign of the stripe's tiny shift but not to close the gap. The same torque thus shifts the loop by a few tenths of a millitesla at most for the stripe and by about 3 mT for the round domain, so a value of $\xi$ read well below saturation depends strongly on the assumed domain shape. For a round domain it also depends on the growth mode, as the easiest-point model showed. The remaining values are in the numerical output.

## Computed values

```
Ms 1000 kA/m, thickness 1.0 nm, A 15 pJ/m
mu0 H_K 1000 mT, D 0.50 mJ/m2, xi 0.12
current density 1.0e+07 A/cm2, pinning field 10.0 mT
K_eff 500 kJ/m3, wall width parameter 5.48 nm
DMI field H_D 91.3 mT
core factor N 0.0403, finite-thickness value 0.0385
core field H_N 32.2 mT
stripe: onset 59.1 mT, saturation 123.5 mT
torque field H_DL 3.949 mT, plateau shift 6.204 mT
plateau shift in oersted 62.0 Oe
round domain, initial slope of shift 0.0340 mT per mT
bias mT | stripe mean | round G | round G with H_N | round centre mT
   0.0 | 0.000 | 0.000 | 0.000 | 0.000
  30.0 | 0.000 | 0.167 | 0.250 | -1.034
  60.0 | 0.015 | 0.350 | 0.486 | -2.172
  91.3 | 0.500 | 0.637 | 0.697 | -3.949
 150.0 | 1.000 | 0.900 | 0.896 | -5.581
 200.0 | 1.000 | 0.946 | 0.944 | -5.867
 300.0 | 1.000 | 0.976 | 0.976 | -6.057
swept stripe loop: bias, up switch, down switch, centre, width (mT)
   0.0 | 3.81 | -3.81 | 0.00 | 7.62
  90.0 | 3.81 | -9.77 | -2.98 | 13.58
 200.0 | 3.81 | -16.21 | -6.20 | 20.02
easiest-point centre factor at Hx = 2 H_D: 0.933
LLG stopping field / (pi/2 H_DL), sign reversed: measured, formula
normal at 126 deg: 0.830, 0.841
normal at 90 deg: 0.545, 0.555
normal at 40 deg: -0.161, -0.151
strong tilt Hx/H_K = 0.30: 0.8449, 0.8449
domain-tilt factor at 200 mT (core along x): 0.890
change of G at 200 mT from core magnetostatics: -0.0019
change of G at 200 mT from transverse field of size H_DL: -0.00016
rim tension at radius 1 um, zero bias: 4.69 mT
heating inputs: 30 uOhm cm, metal 4 nm, oxide 100 nm, 1.4 W/(m K)
Joule heating across the oxide: 0.86 K
```
